# Reduction of the Hubbard U by breathing and ligand polarization

## Problem

The repulsion between two 3d electrons of Fe$^{2+}$, computed with fixed orbitals, is about 24 eV, as found below. The interaction $U$ that governs charge fluctuations in a solid is smaller, because both the orbitals of the ion and its surroundings respond to an added charge. For Fe$^{2+}$, with configuration 3d$^6$, define

$$U=E(n+1)+E(n-1)-2E(n),\qquad n=6. \tag{1}$$

This is the cost of moving one 3d electron between two such ions that are far apart. Here $E(n)$ is the energy of an ion with $n$ 3d electrons, averaged with equal weight over all states of the configuration.

(a) Relate $U$ for frozen orbitals to the Slater integrals $F^0,F^2,F^4$.

(b) Estimate the reduction $B$ due to orbital breathing, the change of the orbitals when $n$ changes.

(c) Show that polarizable ligands reduce $U$ by $P=e^2(1-1/\varepsilon)/(4\pi\varepsilon_0R)$, where $\varepsilon$ is the electronic dielectric constant and $R$ a cavity radius. Evaluate $P$ for $\varepsilon=5$ and $R=d=0.21$ nm, where $d$ is the metal-ligand distance.

(d) Examine the choice $R=d$ with a lattice of polarizable ligands, and tabulate the resulting $U$.

The values of $\varepsilon$ and $d$ are round model parameters. The nuclei stay fixed, and charge transfer between metal and ligand is left out.

## Solution

### (a) Frozen orbitals

With fixed orbitals, the average energy contains a constant core energy $E_c$, an energy $I$ for each 3d electron in the field of nucleus and core, and a mean energy $u$ for each of the $n(n-1)/2$ pairs:

$$E_{\rm fr}(n)=E_c+nI+\frac{n(n-1)}2u .$$

The constant and linear terms cancel in the second difference. The pair term gives

$$\frac u2\left[(n+1)n+(n-1)(n-2)-2n(n-1)\right]=\frac u2\cdot2=u .$$

For the same reason a fixed electrostatic potential from the crystal, which contributes a term linear in $n$, does not change $U$.

To find $u$, let $p(r)$ be the radial probability density of a 3d electron, with $\int_0^\infty p\,dr=1$. The Slater integrals are

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty p(r)p(s)\frac{r_<^k}{r_>^{k+1}}\,dr\,ds,$$

where $r_<$ and $r_>$ are the smaller and larger of $r,s$. Consider one 3d electron and a full shell of ten. The full shell is spherical, so the direct interaction is $10F^0$. Exchange acts with the five orbitals of equal spin. The addition theorem for spherical harmonics gives

$$\sum_{m}Y_{2m}^*(1)Y_{2m}(2)=\frac5{4\pi}P_2(x),\qquad x=\cos\gamma,$$

where $\gamma$ is the angle between the two directions. The repulsion is expanded as $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(x)$. Summing the exchange integral over the orbital of the chosen electron and over that of its partner gives this sum times its complex conjugate, $(5/4\pi)^2P_2^2$, to be integrated with $P_k$ over both directions. Averaged over the five orbitals of the chosen electron, the coefficient of $F^k$ in the exchange energy is therefore

$$c_k=\frac15\left(\frac5{4\pi}\right)^2(4\pi)(2\pi)\int_{-1}^{1}P_2^2P_k\,dx
=\frac52\int_{-1}^{1}P_2^2P_k\,dx .$$

The factors $4\pi$ and $2\pi$ come from the angles on which the integrand does not depend. Now use

$$P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4,\qquad \int_{-1}^1P_k^2dx=\frac2{2k+1}.$$

The three integrals are $2/5$, $4/35$ and $4/35$ for $k=0,2,4$. Hence $c_0=1$ and $c_2=c_4=2/7$.

The sum over the full shell includes the electron itself, but its direct and exchange self-terms cancel. Nine true partners remain:

$$9u=10F^0-F^0-\frac27(F^2+F^4),$$

$$u=F^0-\frac2{63}(F^2+F^4). \tag{2}$$

A nonrelativistic Hartree-Fock calculation of the free ion, minimizing the average energy of 3d$^6$ in a Gaussian basis, gives $F^0=23.88$, $F^2=11.02$ and $F^4=6.85$ eV. Thus

$$u=23.88-\frac2{63}(11.02+6.85)=23.31\ {\rm eV}.$$

The monopole integral $F^0$ is the "bare $U$" of the problem. The multipole correction is 0.57 eV.

### (b) Orbital breathing

An added electron repels the others and the shell expands; after removal it contracts. In separate Hartree-Fock calculations the mean 3d radius is 0.0515 nm in 3d$^5$, 0.0558 nm in 3d$^6$ and 0.0619 nm in 3d$^7$.

Start each changed ion with the orbitals of 3d$^6$, at energy $E_{\rm fr}(n\pm1)$, and then minimize its energy. The minimum cannot lie above the starting value, so both brackets in

$$B=[E_{\rm fr}(n+1)-E(n+1)]+[E_{\rm fr}(n-1)-E(n-1)] \tag{3}$$

are nonnegative. The unchanged ion already has its own best orbitals, so $E_{\rm fr}(n)=E(n)$. Substitution in (1) gives $U=u-B$ for the free ion. The calculated values are 3.80 eV for addition and 2.81 eV for removal:

$$B=3.80+2.81=6.61\ {\rm eV}.$$

If the core is held fixed and the 3d orbital alone may change, the reduction is 6.10 eV. Relaxing the core as well adds 0.51 eV. The split depends on the order: relaxing the core alone, with the 3d orbital fixed, gives 2.16 eV, and the 3d orbital then adds 4.45 eV. In either order most of $B$ is breathing of the 3d shell.

**A hand model.** The scale of this effect can be found from one adjustable exponent. In this model, lengths are in units of the Bohr radius $a_0$ and energies in units of the hartree $E_h=e^2/(4\pi\varepsilon_0a_0)$. Let the 3d electrons move in the field of a core charge $Z_c$, with

$$p(r)=\frac{(2\zeta)^7}{6!}r^6e^{-2\zeta r}.$$

The gamma integral gives

$$\langle r^{-1}\rangle=\frac{2\zeta}{6}=\frac\zeta3,\qquad
\langle r^{-2}\rangle=\frac{(2\zeta)^2}{6\cdot5}=\frac{2\zeta^2}{15}.$$

The radial amplitude $\sqrt p$ is proportional to $r^3e^{-\zeta r}$, and its derivative is $(3/r-\zeta)\sqrt p$. With the centrifugal term $l(l+1)/r^2=6/r^2$, the kinetic energy per electron is

$$T=\frac12\left\langle\left(\frac3r-\zeta\right)^2+\frac6{r^2}\right\rangle
=\frac12\left(15\cdot\frac{2\zeta^2}{15}-6\zeta\cdot\frac\zeta3+\zeta^2\right)=\frac{\zeta^2}{2}.$$

For the repulsion put $x=2\zeta r$. The charge inside $x$ is $1-e^{-x}\sum_{j=0}^6x^j/j!$. Counting the two orderings of the electrons by a factor 2,

$$F^0=2\,\frac{2\zeta}{720}\int_0^\infty x^5e^{-x}\left[1-e^{-x}\sum_{j=0}^6\frac{x^j}{j!}\right]dx
=\frac{2\zeta}{3}\left[1-\sum_{j=0}^6\binom{5+j}{5}\frac1{2^{6+j}}\right].$$

The last sum is $2510/4096$, so

$$F^0=f\zeta,\qquad f=\frac23\cdot\frac{1586}{4096}=\frac{793}{3072}=0.2581.$$

The model neglects the small multipole terms. Its energy is

$$E(n,\zeta)=n\left(\frac{\zeta^2}{2}-\frac{Z_c\zeta}{3}\right)+\frac{n(n-1)}2f\zeta .$$

Setting $\partial E/\partial\zeta=0$ and dividing by $n$ gives

$$\zeta_n=\frac{Z_c}{3}-\frac{(n-1)f}{2}.$$

The terms linear in $\zeta$ add up to $-n\zeta_n\zeta$. At the minimum, therefore, $E(n)=n\zeta_n^2/2-n\zeta_n^2=-n\zeta_n^2/2$. One more electron lowers the exponent by $f/2$, so

$$\begin{aligned}
U&=-\frac{n+1}{2}\left(\zeta_n-\frac f2\right)^2-\frac{n-1}{2}\left(\zeta_n+\frac f2\right)^2+n\zeta_n^2\\
&=f\zeta_n-\frac{nf^2}{4}. 
\end{aligned}\tag{4}$$

In the expansion the squares $\zeta_n^2$ cancel. The cross terms give $f\zeta_n[(n+1)-(n-1)]/2=f\zeta_n$, and the terms in $f^2$ give $-2n f^2/8$. The first term of (4) is the frozen $F^0$, so the model predicts

$$B_{\rm model}=\frac{nf^2}{4}E_h=\frac{6(0.2581)^2}{4}E_h=2.72\ {\rm eV}.$$

This has the right sign and order of magnitude, but it is less than half the Hartree-Fock value. The model permits a uniform change of scale in a pure Coulomb field. The Hartree-Fock orbital can also change its shape, and its core is not a point charge. Neither feature alone closes the gap. With a point core, $Z_c=12.14$ chosen so that $f\zeta_6$ equals the Hartree-Fock $F^0$, a free radial shape with the monopole repulsion of the model gives 3.15 eV. In the fixed Hartree-Fock core, a uniform rescaling of the 3d orbital gives 3.76 eV. The real core and a free shape together give the 6.10 eV found above. The estimate below uses $B=6.61$ eV.

### (c) Polarization of the surroundings

Place the ion, with net charge $q$, at the centre of an empty spherical cavity of radius $R$ in a uniform medium. If its charge is spherical and lies inside $R$, Gauss's law gives the displacement $D=q/(4\pi r^2)$ outside, with or without the medium. The energy density is $D^2/(2\varepsilon_0\varepsilon)$ in the medium and $D^2/(2\varepsilon_0)$ in vacuum. The medium therefore changes the energy by

$$\begin{aligned}
W(q)&=\int_R^\infty4\pi r^2\,\frac{q^2}{32\pi^2\varepsilon_0r^4}\left(\frac1\varepsilon-1\right)dr\\
&=-\frac{q^2}{8\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\end{aligned}\tag{5}$$

Adding an electron changes $q$ to $q-e$, and removing one changes it to $q+e$. Since

$$(q-e)^2+(q+e)^2-2q^2=2e^2,$$

the contribution to $U$ is

$$W(q-e)+W(q+e)-2W(q)=-\frac{e^2}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right)\equiv-P. \tag{6}$$

The half in (5) has disappeared because two ions change their charge. The initial charge $q$ has dropped out because $W$ is quadratic in it. A response that is nonlinear in the ionic field would spoil this cancellation.

For $\varepsilon\to1$ the reduction vanishes. For $\varepsilon\to\infty$ it tends to $e^2/(4\pi\varepsilon_0R)$, which is 6.86 eV at $R=0.21$ nm. For $\varepsilon=5$,

$$P=6.86\left(1-\frac15\right)=5.49\ {\rm eV}.$$

**Can $B$ and $P$ be added?** The potential that the medium produces inside the cavity is

$$\phi=\frac{dW}{dq}=-\frac{q}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).$$

It is uniform, so it shifts the energy of the ion without changing its orbitals. Within the cavity model the two reductions therefore add, as long as the ionic charge stays inside $R$. In free Fe$^{2+}$ about 0.07% of a 3d electron lies beyond 0.21 nm, and in the more diffuse 3d$^7$ ion about 0.4%. Integrating the field energy outside $R$ with the Hartree-Fock charge distributions of the three free ions, instead of point charges, gives $P=5.50$ eV. The tail is thus unimportant at this radius.

The monopole estimate, with the small multipole correction left out of $U$, is

$$U\simeq F^0-B-P=23.88-6.61-5.49\simeq11.8\ {\rm eV}. \tag{7}$$

### (d) What should $R$ be?

A cavity of radius $d$ has its wall at the centres of the nearest ligands. Real ligands are not a continuum, so replace the medium by point dipoles on the anion sites of a rock-salt lattice, with the charged metal ion at a cation site. The other cations are taken as unpolarizable.

Let $\alpha$ be the polarizability volume of an anion: a local field $\mathbf E$ induces the dipole $4\pi\varepsilon_0\alpha\mathbf E$. Each anion occupies a volume $v=2d^3$. In a uniformly polarized cubic lattice the dipoles within a sphere around a site give no net field there, by symmetry. The polarization $\Pi$ outside this sphere adds $\Pi/(3\varepsilon_0)$ to the macroscopic field $E$. Hence

$$\Pi=\frac{4\pi\varepsilon_0\alpha}{v}\left(E+\frac{\Pi}{3\varepsilon_0}\right),\qquad \Pi=\varepsilon_0(\varepsilon-1)E .$$

Eliminating $\Pi$ gives $\varepsilon-1=(4\pi\alpha/v)(\varepsilon+2)/3$, or

$$\alpha=\frac{3d^3}{2\pi}\,\frac{\varepsilon-1}{\varepsilon+2}. \tag{8}$$

The lattice thus has the same bulk dielectric constant as the continuum.

Each dipole $\mathbf p_i$ feels the field $\mathbf E_i^{(0)}$ of the central charge and the fields of all other dipoles:

$$\mathbf p_i=4\pi\varepsilon_0\alpha\left(\mathbf E_i^{(0)}+\sum_{j\ne i}\frac{3\hat{\mathbf r}_{ij}(\hat{\mathbf r}_{ij}\cdot\mathbf p_j)-\mathbf p_j}{4\pi\varepsilon_0r_{ij}^3}\right). \tag{9}$$

Here $r_{ij}$ is the distance between sites $i$ and $j$, and $\hat{\mathbf r}_{ij}$ is the unit vector along their separation. The energy is a positive quadratic form in the dipoles minus $\sum_i\mathbf p_i\cdot\mathbf E_i^{(0)}$. At its minimum the quadratic part equals half the linear part in size, so

$$W=-\frac12\sum_i\mathbf p_i\cdot\mathbf E_i^{(0)} .$$

This is again proportional to $q^2$. By the step that led to (6), $P$ equals $\sum_i\mathbf p_i\cdot\mathbf E_i^{(0)}$ evaluated for $q=e$.

Equations (9) were solved numerically for a finite, nearly spherical cluster of $N$ anions. The missing outer lattice is treated as a continuum beyond the radius $R_c$ defined by $4\pi R_c^3/3=Nv$. By (6) it contributes $e^2(1-1/\varepsilon)/(4\pi\varepsilon_0R_c)$. For $\varepsilon=5$:

- with 92 anions, $P$ is 8.63 eV without the outer part and 10.18 eV with it;
- with 856 anions, it is 9.42 eV without and 10.16 eV with it.

The corrected values differ by about 0.02 eV, the uncorrected ones by 0.79 eV. Two sizes suggest, but do not prove, that the corrected value has converged. The lattice value $P\simeq10.2$ eV is nearly twice the cavity value at $R=d$. Inserted in (6), it corresponds to

$$R_{\rm eff}=0.54\,d=0.113\ {\rm nm}.$$

The two models differ near the ion. The lattice keeps every anion, whereas the cavity deletes the polarizable matter of a volume $4\pi d^3/3\simeq4.2\,d^3$, the share of about two anions, from the region where the field is strongest. The continuum also spreads out the matter of the first shell. In the lattice the six nearest anions sit at $r=d$ and supply 6.75 eV of the sum $\sum_i\mathbf p_i\cdot\mathbf E_i^{(0)}$, more than the whole cavity value. In the cavity model the same volume, $12d^3$, fills the shell from $d$ to $1.57\,d$ and contributes $5.49\,(1-1/1.57)\simeq2.0$ eV.

The length $R_{\rm eff}$ is a fitting parameter of the continuum formula, and the 3d charge need not fit inside it. In the lattice model the condition is that the ionic charge lies within $d$. A spherical charge then acts on every dipole as a point charge. Conversely, the potential of the dipoles satisfies Laplace's equation for $r<d$, so its average over any sphere about the metal nucleus equals its central value. It does not alter the radial orbitals of the spherically averaged ion, and $B$ and $P$ still add. The condition is met less well here than in the cavity, because the first shell lies exactly at $d$, where the 3d$^7$ ion encloses a net charge of $1.027\,e$ instead of $e$. With the Hartree-Fock charge distributions as sources, $P$ becomes 10.2 eV if the full ionic charge is used and 10.0 eV if only the excess over 3d$^6$ is used, so the lattice value is uncertain by about 0.2 eV.

### Cases

All energies are in eV. The total reduction is $B+P$, and the last column is the monopole estimate $U=F^0-B-P$. The configuration average defined in (1) is lower by the multipole correction 0.57 eV in every row; for the free ion it is 16.7 eV.

| Surroundings | $P$ | $B+P$ | $U$ |
|---|---:|---:|---:|
| free ion | 0 | 6.6 | 17.3 |
| cavity, $R=d$, $\varepsilon=3$ | 4.6 | 11.2 | 12.7 |
| cavity, $R=d$, $\varepsilon=5$ | 5.5 | 12.1 | 11.8 |
| cavity, $R=d$, $\varepsilon=10$ | 6.2 | 12.8 | 11.1 |
| dipole lattice, $\varepsilon=5$ | 10.2 | 16.8 | 7.1 |

Among the cases tabulated, the choice of $R$ matters more than the choice of $\varepsilon$. The lattice is more sensitive to $\varepsilon$ than the cavity at $R=d$: its $P$ is 8.2 eV at $\varepsilon=3$ and 11.8 eV at $\varepsilon=10$. Going from $\varepsilon=3$ to 10 at $R=d$ raises $1-1/\varepsilon$ from 0.67 to 0.90 and changes $U$ by 1.6 eV. Replacing the cavity of radius $d$ by the lattice changes it by 4.7 eV. For $\varepsilon=5$ the two mechanisms together remove roughly 12 to 17 eV of the bare 24 eV, leaving $U$ at about 7 to 12 eV.

These two ends are results of two models and do not bound the true value. Point dipoles are doubtful for extended ligands so close to the ion, where the field is strong (33 V/nm from one elementary charge at 0.21 nm) and varies across each ligand. The lattice value also depends on placing all the polarizability on the anions. If the other cations carry 20% or 40% of it at the same $\varepsilon=5$, $P$ falls to 9.5 or 8.7 eV and $U$ rises to 7.8 or 8.6 eV. The calculation also omits electron correlation, relativity, screening by 4s electrons and charge transfer between metal and ligand. The last omission is serious when the metal-ligand bond is strongly covalent, since the 3d charge is then no longer confined to the ion. Finally, (1) refers to distant ions. For neighbouring ions the attraction between the added and the missing electron, and the overlap of their polarization fields, must be included as well.
